# Why Few Band-Edge Interface Traps Can Dominate the Cryogenic Subthreshold Swing

**Question.** A transistor has a small number of interface traps per unit area, concentrated within a few meV of the conduction-band edge. At room temperature they leave no visible mark on the subthreshold swing. Why can the same traps supply most of the swing at 4.2 K? Is it enough to say that the cold Fermi level crosses only a narrow energy interval while the current changes by many decades?

## Mechanism: what one decade of current costs

Take an n-channel device with a long channel, a constant mobility at each temperature and a fixed drain bias much smaller than $kT/q$, which is only 0.36 mV at 4.2 K. The current is then proportional to the mobile sheet density $n_s$. The subthreshold swing is the gate voltage needed per decade of current,
$$S=\frac{dV_G}{d\log_{10}I}=\ln 10\,\frac{dV_G}{d\ln n_s}.$$

The gate voltage has two tasks. It must move the band edge relative to the Fermi level, which changes $n_s$. It must also supply the charge that appears in the semiconductor and at the interface during this motion. Trapped electrons carry no current in this model, but the gate has to pay for them.

Cooling changes two things. First, the band motion needed per decade shrinks in proportion to $T$, so a given amount of trapped charge is compared with a smaller voltage. Second, a fixed range of currents lies closer to the band edge, so the Fermi level passes through a different set of traps.

The narrow interval also has an opposite effect: for a given trap density per unit energy, fewer traps are filled per decade. Narrowness alone therefore cannot settle the question.

## From charge balance to the swing

Let $\psi$ be the surface potential, $C_{ox}$ the gate capacitance and $C_b$ a constant capacitance to the body, all capacitances being per unit area. Let $N_{tr}$ be the number of filled traps per unit area. The positive charge on the gate balances the charge on the body capacitance and the electrons:
$$C_{ox}(V_G-\psi)=C_b\psi+q(N_{tr}+n_s)+\text{constant}.$$
The constant contains fixed charges and reference voltages. Differentiating and dividing by $C_{ox}$ gives
$$dV_G=d\psi\left(1+\frac{C_b}{C_{ox}}\right)+\frac{q\,(dN_{tr}+dn_s)}{C_{ox}}.$$

The source fixes the Fermi level, and a rise of $\psi$ lowers the band edge $E_c$ by $q\,d\psi$. Measuring $E_F$ from $E_c$, we have $dE_F=q\,d\psi$. Define
$$C_{it}=q^2\frac{dN_{tr}}{dE_F},\qquad C_n=q^2\frac{dn_s}{dE_F}.$$
Then $q\,dN_{tr}=C_{it}\,dE_F/q$, and similarly for $n_s$, so
$$\frac{dV_G}{dE_F}=\frac1q\left(1+\frac{C_b+C_{it}+C_n}{C_{ox}}\right).$$

For a two-dimensional band with a sharp edge and constant density of states $g$, the density well below threshold is
$$n_s=g\,kT\,e^{-u/kT},\qquad u=E_c-E_F\gg kT.$$
Hence $d\ln n_s=dE_F/kT$ and $C_n=q^2n_s/kT$. Multiplying $dV_G/dE_F$ by $kT\ln10$ gives
$$S=\ln10\,\frac{kT}{q}\left[1+\frac{C_b+C_{it}+C_n}{C_{ox}}\right].$$

This assumes that the traps stay in equilibrium with the channel, which requires a slow enough sweep.

## Why a narrow interval is not sufficient

Suppose the trap density per unit energy has the same value $D$ over the whole range explored. A shift $dE_F$ then fills $D\,dE_F$ traps, whatever the temperature, and $C_{it}=q^2D$. The trapped number per decade is $D\,kT\ln10$. It falls with $T$ exactly as the thermal voltage does, and the bracket in $S$ stays fixed apart from the small mobile term.

For $D=10^{13}\ \mathrm{cm^{-2}\,eV^{-1}}$, $C_{ox}=2\ \mathrm{\mu F/cm^2}$ and $C_b=0.1\ \mathrm{\mu F/cm^2}$, the predicted factor is 1.851. Solving the charge balance numerically at $n_s=10^7\ \mathrm{cm^{-2}}$ gives 1.851 at 300 K and 1.853 at 4.2 K. The difference of 0.002 is the size of $C_n/C_{ox}$ at the lower temperature.

A uniform density can dominate if it is large enough, but it then does so at both temperatures. A change from negligible to dominant needs a density that depends on energy.

## Where the Fermi level is

Solving the expression for $n_s$ for the depth gives
$$u=kT\ln\frac{g\,kT}{n_s}.$$
At fixed $n_s$, this depth shrinks on cooling. A window of $m$ decades has width $m\,kT\ln10$, and the window as a whole moves towards the edge.

Take $g=1.6\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$ and a window from $n_s=10^5$ to $10^9\ \mathrm{cm^{-2}}$. At 300 K, $u$ runs from 453 to 215 meV. At 4.2 K it runs from 4.80 to 1.47 meV. Traps lying a few meV below the edge are swept in the second case and not in the first.

## Filling an edge-concentrated trap distribution

Let $x$ be the depth of a trap below $E_c$, and choose
$$D(x)=\frac NW e^{-x/W},\qquad x>0.$$
The total number is $N$ and the energy width is $W$. A trap at depth $x$ lies $u-x$ above the Fermi level. With occupancy degeneracy one,
$$\frac{N_{tr}}N=\int_0^\infty\frac{dx}{W}\,\frac{e^{-x/W}}{1+e^{(u-x)/kT}}.$$

Set $\tau=kT/W$ and $t=e^{(x-u)/kT}$. Then $dx=kT\,dt/t$, the occupancy is $t/(1+t)$, and $e^{-x/W}=e^{-u/W}t^{-\tau}$. The lower limit becomes $t_0=e^{-u/kT}$, so
$$\frac{N_{tr}}N=\tau e^{-u/W}\int_{t_0}^{\infty}\frac{t^{-\tau}}{1+t}\,dt.$$

For $0<\tau<1$, the integral from zero to infinity is $\pi/\sin\pi\tau$. The piece from zero to $t_0$ must be subtracted. Since $t_0\ll1$, we may replace $1/(1+t)$ there by 1, which gives $t_0^{1-\tau}/(1-\tau)$. Its prefactor simplifies because $t_0^{-\tau}=e^{u/W}$. Therefore
$$\frac{N_{tr}}N\simeq e^{-u/W}\frac{\pi\tau}{\sin\pi\tau}-\frac{\tau}{1-\tau}e^{-u/kT}.$$

The same formula can be used for $\tau>1$. If $1/(1+t)$ is expanded fully in the subtracted piece, the result is a series in $t_0$ whose terms are analytic in $\tau$ away from the positive integers. The original integral with $t_0>0$ is analytic for all $\tau>0$, so the equality continues past $\tau=1$. The omitted terms start at order $e^{-2u/kT}$. Near an integer $\tau\ge2$ an omitted term has a pole that cancels the pole of the sine, and it must then be kept.

Since $dE_F=-du$, differentiation gives
$$\frac{C_{it}}{q^2}\simeq\frac NW\left[e^{-u/W}\frac{\pi\tau}{\sin\pi\tau}-\frac{e^{-u/kT}}{1-\tau}\right].$$

**Cold case, $kT\ll W$ and $u\gg kT$.** The sine factor tends to one and the second term is small, so $C_{it}\simeq q^2D(u)$. The swing reads the trap density at the Fermi level.

**Warm case, $kT>W$ and $u(1/W-1/kT)\gg1$.** The term in $e^{-u/W}$ is negligible, leaving
$$N_{tr}\simeq N\frac{\tau}{\tau-1}e^{-u/kT}=\frac{N}{g(kT-W)}\,n_s.$$
The last step uses $e^{-u/kT}=n_s/(gkT)$ and $\tau/(\tau-1)=kT/(kT-W)$. The traps hold a fixed multiple of the mobile density. They are being thermally grazed, not swept.

## The condition for dominance

Locally, traps outweigh the two constant capacitances when $C_{it}>C_{ox}+C_b$. In the cold limit this means
$$D(u)>\frac{C_{ox}+C_b}{q^2}.$$
The sheet number $N$ can thus be small, but the local density per unit energy must exceed this threshold.

For a finite window of $m$ decades, integrating the charge balance gives
$$\Delta V_G=\frac{m\,kT\ln10}{q}\left(1+\frac{C_b}{C_{ox}}\right)+\frac{q(\Delta N_{tr}+\Delta n_s)}{C_{ox}}.$$
Traps supply more than half of this when their term exceeds the rest. Multiplying that inequality by $C_{ox}/q$ gives
$$\Delta N_{tr}>\frac{(C_{ox}+C_b)\,m\,kT\ln10}{q^2}+\Delta n_s.$$

If $F$ is the fraction of the traps filled across the window, then $\Delta N_{tr}=FN$, and the critical total is the right-hand side divided by $F$. The right-hand side carries the thermal-voltage effect, and $F$ depends on both the location and the width of the window. This is the sense in which the narrow sweep helps: a fixed number of traps *inside the window* costs a fixed gate voltage, while the thermal and body part of the voltage it competes with falls as $T$. The mobile part does not fall, but it is only 0.08 mV in the example below.

## Numbers for a model device

Use the capacitances and $g$ given above, with $N=2\times10^{11}\ \mathrm{cm^{-2}}$ and $W=3$ meV. These are round model parameters. The density at the edge is $N/W=6.67\times10^{13}\ \mathrm{cm^{-2}\,eV^{-1}}$, about five times the local threshold of $1.31\times10^{13}\ \mathrm{cm^{-2}\,eV^{-1}}$.

At 4.2 K, the Fermi level moves by $4.802-1.466=3.336$ meV over the four decades. These depths use the full expression $n_s=gkT\ln(1+e^{-u/kT})$; the nondegenerate formula gives 1.469 meV at the upper end. The band and body part costs
$$3.336\ \mathrm{mV}\times1.05=3.50\ \mathrm{mV}.$$
The edge traps capture $8.39\times10^{10}\ \mathrm{cm^{-2}}$ electrons, which costs
$$\frac{(1.602\times10^{-19}\ \mathrm C)(8.39\times10^{10}\ \mathrm{cm^{-2}})}{2\times10^{-6}\ \mathrm{F/cm^2}}=6.72\ \mathrm{mV}.$$
Mobile electrons add 0.08 mV. The total is 10.30 mV, of which traps supply 65%. The mean swing is 2.58 mV/decade, against 0.90 mV/decade without a trap contribution.

At 300 K, the same traps cost 0.004 mV out of 250 mV. The warm formula explains this. With $kT=25.9$ meV, $N/[g(kT-W)]$ is about 0.055, so the traps capture about $5.5\times10^7\ \mathrm{cm^{-2}}$ electrons while $n_s$ rises to $10^9\ \mathrm{cm^{-2}}$.

To separate location from thermal voltage, move the whole trap distribution 300 meV deeper without changing $N$ or $W$:

| Trap position | Temperature | Trap cost | Share of $\Delta V_G$ |
|---|---:|---:|---:|
| Edge | 300 K | 0.004 mV | 0.002% |
| Edge | 4.2 K | 6.72 mV | 65% |
| Deep | 300 K | 15.45 mV | 5.8% |
| Deep | 4.2 K | 0.00 mV | 0.0% |

The deep traps are almost all filled within the warm window. They cost more than twice as many millivolts as the edge traps do in the cold window, yet their share is small because the thermal part is 250 mV. At 4.2 K they remain filled throughout and do not respond. Cryogenic dominance here needs both a small thermal voltage and traps in the right place.

The critical total can be split into the required capture and the filled fraction $F$. For half the gate-voltage span, traps must capture $3.12\times10^{12}\ \mathrm{cm^{-2}}$ electrons at 300 K, but only $4.47\times10^{10}\ \mathrm{cm^{-2}}$ at 4.2 K. The ratio is 69.9. It falls slightly below the temperature ratio of 71.4 because the mobile contribution $\Delta n_s$ is the same in both cases.

For edge traps at 4.2 K, $F=0.419$, so the critical total is
$$N=\frac{4.47\times10^{10}}{0.419}\ \mathrm{cm^{-2}}=1.07\times10^{11}\ \mathrm{cm^{-2}}.$$
At 300 K, $F=2.735\times10^{-4}$ and the same division gives $1.1\times10^{16}\ \mathrm{cm^{-2}}$. That is a formal value of the model, not a plausible interface.

## Does the swing stop falling?

At $n_s=10^7\ \mathrm{cm^{-2}}$, the local swing is as follows:

| Temperature | With edge traps (mV/decade) | Without traps (mV/decade) |
|---:|---:|---:|
| 20 K | 4.28 | 4.17 |
| 4.2 K | 2.48 | 0.88 |
| 1 K | 1.07 | 0.21 |

Between 20 K and 4.2 K, the temperature falls by a factor of 4.8 but the swing with traps falls by only 1.7. The thermal prefactor decreases while $u$ shrinks from 17.6 to 3.1 meV and the bracket grows.

Over a limited range the slowing can look like a plateau. Between 10 K and 5 K the swing at this density falls only from 2.87 to 2.58 mV/decade, and with $N=3\times10^{11}\ \mathrm{cm^{-2}}$ it stays between 3.27 and 3.37 mV/decade from 12 K to 4.2 K. The flat stretch does not persist to zero temperature. As $T\to0$ with $n_s/(gkT)$ held small and fixed, $u\to0$ and $C_{it}$ approaches $q^2N/W$, up to a correction of relative order $e^{-u/kT}$. When that correction and $C_n$ are negligible,
$$S\to\ln10\,\frac{kT}{q}\left[1+\frac{C_b+q^2N/W}{C_{ox}}\right].$$
The bracket is finite, so $S$ vanishes linearly with $T$. Its limiting value here is 6.39. At 0.1 K and $n_s=10^5\ \mathrm{cm^{-2}}$, the numerical factor is 6.25 and the swing is 0.124 mV/decade. As long as the channel stays nondegenerate, these equilibrium traps with a bounded density therefore cannot hold the swing constant as $T\to0$. At a fixed mobile density the electrons eventually become degenerate on cooling, and this limit no longer applies.

## Where the explanation fails

The calculation treats trap states as immobile and the band edge as sharp. Yet the chosen trap density at the edge is about 0.4 of the band density of states. If such states conduct, the current is no longer proportional to the $n_s$ used here, and the swing must be derived from the conducting tail. Source-drain tunnelling, spatial disorder and self-heating also change the relation between current and Fermi level.

The energy $E_c$ of the model is the edge of the mobile two-dimensional band, and the traps are placed relative to that edge. In a real inversion layer this is the bottom of the lowest subband, which confinement raises above the band edge at the interface. For a bulk silicon (100) channel with the body capacitance used here the shift is about 60 meV, far more than $W$. Moving the model traps 5 meV below the mobile edge lowers their share at 4.2 K to 18%, and moving them 10 meV below removes it. The result therefore applies only to traps within a few meV of the subband edge, not to traps within a few meV of the bulk band edge. The value of $g$ corresponds to the lowest silicon subband alone; at 300 K higher subbands roughly double it, which deepens $u$ by about 20 meV and leaves the warm conclusion unchanged.

Slow traps fail in a different way. If they cannot exchange electrons with the channel during the sweep, their occupancy is frozen and they contribute no $C_{it}$. Their stored charge then shifts the curve, and the shift can depend on the sweep history. A trap density inferred from the equilibrium swing formula is meaningful only if the traps follow the sweep and the current follows the mobile density.

The numerical output lists the gate-voltage budget for both temperatures and both trap positions.

## Table of computed values

```
gate capacitance C_ox = 2.00 uF/cm^2
body capacitance C_b = 0.10 uF/cm^2
band density of states g = 1.60e+14 cm^-2 eV^-1
trap sheet number N = 2.00e+11 cm^-2
trap energy width W = 3.00 meV
trap density at band edge N/W = 6.667e+13 cm^-2 eV^-1
density where C_it = C_ox+C_b: 1.311e+13 cm^-2 eV^-1
window n_s = 1e+05 to 1e+09 cm^-2, 4 decades
offset of deep trap band = 300 meV
local swing at n_s = 1e+07 cm^-2 (mV/decade):
  T = 300.0 K: u = 334.337 meV, edge traps 62.505, no traps 62.505
  T =  77.0 K: u = 76.789 meV, edge traps 16.045, no traps 16.044
  T =  20.0 K: u = 17.622 meV, edge traps 4.278, no traps 4.169
  T =   4.2 K: u = 3.136 meV, edge traps 2.479, no traps 0.877
  T =   1.0 K: u = 0.623 meV, edge traps 1.072, no traps 0.210
C_it/q^2 at 4.2 K, mid window = 2.400e+13 cm^-2 eV^-1
C_it/C_ox at 4.2 K, mid window = 1.922
uniform traps D = 1.0e+13 cm^-2 eV^-1, predicted factor = 1.8511
  T = 300.0 K: factor from transfer curve = 1.8511
  T =   4.2 K: factor from transfer curve = 1.8533
T = 300.0 K window: u from 453.390 to 215.281 meV
  thermal and body part = 250.014 mV, mobile part = 0.080 mV
  edge traps, 300.0 K: captured 0.0055e10 cm^-2, trap part 0.0044 mV
    total 250.099 mV, trap share 0.002 %, mean swing 62.525 mV/decade
T = 4.2 K window: u from 4.802 to 1.466 meV
  thermal and body part = 3.503 mV, mobile part = 0.080 mV
  edge traps, 4.2 K: captured 8.3879e10 cm^-2, trap part 6.7194 mV
    total 10.303 mV, trap share 65.218 %, mean swing 2.576 mV/decade
  deep traps, 300.0 K: captured 19.2863e10 cm^-2, trap part 15.4500 mV
    total 265.544 mV, trap share 5.818 %, mean swing 66.386 mV/decade
  deep traps, 4.2 K: captured 0.0000e10 cm^-2, trap part 0.0000 mV
    total 3.584 mV, trap share 0.000 %, mean swing 0.896 mV/decade
voltage to fill all traps qN/C_ox = 16.022 mV
T = 300.0 K: captured number for half share = 3.122e+12 cm^-2
  filled fraction F = 2.735e-04, critical edge N = 1.142e+16 cm^-2, swing ratio there = 1.9998
T = 4.2 K: captured number for half share = 4.469e+10 cm^-2
  filled fraction F = 4.187e-01, critical edge N = 1.067e+11 cm^-2, swing ratio there = 2.0006
ratio of needed captured numbers, warm/cold = 69.85
temperature ratio = 71.43
T = 0.1 K, n_s = 1e+05 cm^-2: swing = 0.1240 mV/decade
  factor = 6.247, zero-temperature limit = 6.391
```
